Valley gaps and the anomalous Hall transition of the Haldane model

**Problem**

Spinless carriers move on a honeycomb lattice with neighbour distance a. The site energy is +M on sublattice A and −M on sublattice B. The neighbour hopping t1 is real and nonzero. A hop between second neighbours has amplitude t2 exp(iφ) when it runs clockwise round a hexagon, and t2 exp(−iφ) when it runs anticlockwise. Interactions and disorder are left out.

(a) Find the energy gap at each of the two valleys, the corners of the Brillouin zone.

(b) With one carrier per unit cell, find the value of |M| at which the quantized anomalous Hall conductance disappears, and give a sufficient condition for this to be a transition between two insulators.

(c) Evaluate the results for t1 = 4 meV, t2 = 1 meV, φ = 120°, at M = 2 meV and M = 7 meV.

**Hints**

1. Put the three vectors from an A site to its B neighbours at

δ1 = a(0, 1), δ2 = a(−√3/2, −1/2), δ3 = a(√3/2, −1/2),

and use the second-neighbour vectors b1 = δ2 − δ3, b2 = δ3 − δ1, b3 = δ1 − δ2. Find which way a hop by b1 turns when it starts on A, and when it starts on B.

2. The direct gap of a two-band matrix closes when its off-diagonal element and its σz part vanish together. Find first where the off-diagonal element vanishes.

3. The Hall conductance of a full band is an integral of Berry curvature. Write the lower state explicitly, find where its phase is ill defined, and apply Stokes' theorem round those points.

**Solution**

**1. The Bloch matrix**

A hop by b1 from an A site passes a B site: first δ2, then −δ3. The cross product δ2 × (−δ3) is −√3a²/2. It is negative, so the path turns right, which is clockwise round the hexagon. From a B site the same displacement runs first along −δ3, then along δ2, and turns left. Rotation by 120° gives the same for b2 and b3. Hops by +bj thus carry exp(iφ) on A and exp(−iφ) on B.

Insert c_r = N^(−1/2) Σk exp(ik·r) c_k, with r the true site position. On A, a hop and its Hermitian conjugate give

t2[exp(iφ − ik·bj) + exp(−iφ + ik·bj)] = 2t2 cos(k·bj − φ)
= 2t2[cosφ cos(k·bj) + sinφ sin(k·bj)].

On B, φ changes sign. Hence

H = ε0 + [[hz, F], [F*, −hz]],
F = t1 Σj exp(ik·δj),
ε0 = 2t2 cosφ Σj cos(k·bj),
hz = M + 2t2 sinφ Σj sin(k·bj).

The traceless part squares to |F|² + hz², so

ε± = ε0 ± h, h = √(|F|² + hz²).

**2. The valley gaps**

F is a sum of three phasors of equal length. It vanishes when they lie 120° apart, which can happen in two orders. Since k·b2 and −k·b3 are the phases of the third and second phasors relative to the first, the condition is

k·b2 = k·b3 = 2πτ/3 (mod 2π), τ = ±1.

With b2 = a(√3/2, −3/2) and b3 = a(√3/2, 3/2), the difference of the two conditions gives ky = 0 and their sum gives √3 a kx = 4πτ/3. Up to reciprocal lattice vectors, the zeros are therefore

K_τ = τ(4π/(3√3 a), 0).

Because b1 = −b2 − b3, we have K_τ·b1 = −4πτ/3. All three sines equal τ√3/2, and their sum is 3√3τ/2. The mass m_τ, defined as hz at K_τ, and the gap are

m_τ = M + 3√3 τ t2 sinφ,
gap at K_τ = 2|m_τ|.

This answers (a). The sublattice potential has the same sign in both valleys, while the complex hopping has opposite signs. For sinφ = 0 the gaps are both 2|M|; for M = 0 they are again equal, but the masses have opposite signs.

**3. Is the valley gap the smallest gap?**

Set k = K_τ + q with small q. Since K_τ·δ1 = 0, K_τ·δ2 = −2πτ/3 and K_τ·δ3 = 2πτ/3,

Σj δj exp(iK_τ·δj) = (3a/2)(iτ, 1).

Multiplication by i t1 q gives

F ≈ i t1(3a/2)(iτqx + qy) = −(3a t1/2)(τqx − iqy).

Thus |F|² ≈ (9/4)a²t1²q². In the sine sum, the term linear in q is −(1/2)q·(b1 + b2 + b3) = 0. The quadratic term needs Σj (q·bj)² = (3/2)(3a²)q² = 9a²q²/2, because the bj have length √3a and lie 120° apart. The sum changes by

−(1/2)(τ√3/2)(9a²q²/2) = −(9√3/8)τa²q²,

and hz by −(9√3/4)τ t2 sinφ a²q². To second order,

h² ≈ m_τ² + (9a²q²/4)[t1² − 2√3 τ m_τ t2 sinφ].

As m_τ tends to zero the bracket tends to t1² > 0, so a valley close to closing is a local minimum of the direct gap. A heavy valley can have a negative bracket and be a local maximum. The valley gap is then the splitting at K_τ and no more than that.

**4. Can the bands overlap through ε0?**

Let f = |F/t1|, which lies between 0 and 3. Expanding the square of the three phasors gives f² = 3 + 2Σj cos(k·bj). With c = t2 cosφ,

ε0 = c(f² − 3) = E0 + c f², E0 = −3t2 cosφ.

Since h ≥ |t1|f,

ε+ − E0 ≥ c f² + |t1|f ≥ f(|t1| − 3|c|).

The same estimate gives E0 − ε− ≥ f(|t1| − 3|c|). If

|t2 cosφ| < |t1|/3,

both differences are positive for f > 0. At f = 0 they equal |m_τ|. With both masses nonzero, E0 therefore lies in a full gap.

The condition is sufficient, not necessary: for φ = 120° and t2 = 1.5 t1, where |t2 cosφ| = 0.75 t1, a numerical band calculation still gives a full gap equal to the small valley gap at M = Mc ± 0.05 t1. Overlap can occur beyond it: for M = 0, the upper band at k = 0 lies at E0 + 9c + 3|t1|, while the lower band at a valley lies at E0 − |m_τ|. If 9c + 3|t1| < −|m_τ|, the bands overlap although the direct gap is open everywhere.

**5. The Chern number**

For Stokes' theorem the matrix must be periodic in k. Measuring Bloch phases from the cell instead of the site replaces F by F exp(−ik·δ1), which contains only lattice vectors. The Berry connection changes by a constant vector times the periodic weight on B; the curl of this change integrates to zero over the zone.

The first row of (H − ε−)u = 0 reads (hz + h)uA + F uB = 0. A normalized solution is

u = (−F, hz + h)/√(2h(h + hz)).

The norm follows from |F|² + (hz + h)² = 2h² + 2h hz. The expression fails where h + hz = 0, that is, at a valley with m_τ < 0. Near it, h + hz ≈ |F|²/(2|m_τ|), so the second component vanishes and u tends to (−F/|F|, 0).

Define A = i⟨u|∇u⟩, Ω = ∂xAy − ∂yAx and C = ∫Ω d²k/(2π). Near a singular valley A = −∇(arg F). The linear form of F shows that its phase winds by −2πτ on an anticlockwise circle, so ∮A·dk = 2πτ. The periodic zone has no outer boundary. After small discs have been cut out, their edges are traversed clockwise, and each contributes −2πτ. The curvature inside a shrinking disc gives nothing, because Ω is finite there. Therefore

C = −Σ τ, summed over valleys with m_τ < 0
= (1/2)[sgn(m_+) − sgn(m_−)].

**6. From Chern number to Hall conductance**

Let the carrier charge be Q and apply a weak field Ey, so that ħ dky/dt = QEy. Write |−⟩ and |+⟩ for the lower and upper states, and Δ = ε+ − ε−. The driven state is |−⟩ + α|+⟩, up to a common phase. The Schrödinger equation gives, to first order in the slow rate,

α = iħ(dky/dt)⟨+|∂y−⟩/Δ.

Differentiating ⟨−|H|+⟩ = 0 with respect to kx gives ⟨−|∂xH|+⟩ = −Δ⟨∂x−|+⟩. The change of velocity is then

vx = (1/ħ)[α⟨−|∂xH|+⟩ + c.c.]
= −i(dky/dt)[⟨∂x−|+⟩⟨+|∂y−⟩ − c.c.]
= −(dky/dt)Ω.

In the last line the projector |+⟩⟨+| may be replaced by unity, because the |−⟩ part is real and cancels. The ordinary band velocity integrates to zero over a full band. Hence

jx = Q∫vx d²k/(2π)² = −(Q²/ħ)Ey(2πC)/(4π²),
σxy = −C Q²/h.

For electrons or holes, Q² = e². As a test of sign and size, the state was evolved in time for t1 = 1, t2 = 0.2, φ = 1.2 rad and M = 0.2, with a field along y raised smoothly to 0.005 t1/(|Q|a) over a time 80ħ/t1. Here C = 1, and with a time step of 0.1ħ/t1 the current gave σxy = −0.9956 e²/h, within 0.5% of −e²/h. The shortfall is almost entirely time-step error: a step four times shorter gives −0.9999 e²/h.

**7. The transition**

C is nonzero when the masses have opposite signs:

m_+ m_− = M² − 27t2² sin²φ < 0.

The boundary is therefore

|M| = Mc = 3√3 |t2 sinφ|.

For nonzero t2 sinφ, one valley is massless there and the other has a mass of size 2Mc. On either side of the boundary the gap of the first valley is 2||M| − Mc|. Below Mc the sign of C is that of t2 sinφ; above Mc, C = 0. Since F vanishes nowhere else, no other direct-gap closing intervenes. If |t2 cosφ| < |t1|/3, both sides are insulators and the Hall conductance jumps between ±e²/h and zero at zero temperature. This answers (b).

**8. Numbers**

For (c), t2 sinφ = 0.866 meV, so Mc = 3√3 × 0.866 = 4.50 meV. Locating the change of a numerically computed Chern number by bisection in M also gave 4.50 meV. The separation condition holds: |t2 cosφ| = 0.5 meV is below t1/3 = 1.33 meV.

At M = 2 meV:

m_+ = 2 + 4.5 = 6.5 meV, gap 13 meV,
m_− = 2 − 4.5 = −2.5 meV, gap 5 meV,
C = 1, σxy = −e²/h.

At M = 7 meV:

m_+ = 11.5 meV, gap 23 meV,
m_− = 2.5 meV, gap 5 meV,
C = 0, σxy = 0.

The global gap is 5 meV in both cases, so its size does not tell the phases apart. The sign of m_− does.

At M = 2 meV, the K_+ valley is a local maximum of the splitting: its bracket in section 3 is 16 − 19.5 = −3.5 meV². A smaller direct gap occurs at the midpoint of a zone edge, where f = 1 and hz = M: 2√(4² + 2²) = 8.9 meV. At K_− the bracket is 16 − 7.5 = 8.5 meV², and this valley is a minimum.

**9. Beside a real device**

These values are illustrative, chosen on the meV scale of a single spin-valley species of holes in twisted bilayer MoTe2, with a moiré period of 5 nm and a twist near 4°; they are not fitted to its bands. The honeycomb model with these hoppings applies only if, at zero layer bias, the two highest moiré bands have opposite Chern numbers. In continuum models at this period that holds for some published parameter sets and fails for others. The valleys above are corners of the moiré zone, not the atomic valleys of MoTe2. The neighbour distance is a = 5/√3 = 2.89 nm. If A and B orbitals lie wholly in opposite layers a distance d = 0.7 nm apart, a perpendicular field E inside the bilayer gives 2M = |e|Ed. The transition then needs 9 meV/(0.7 nm |e|), or 0.13 MV/cm. Incomplete layer polarization raises this field, and so does a larger t2. Single-particle continuum models at this period give larger values. With effective mass 0.6 electron masses and moiré potential, phase and interlayer tunnelling (V, ψ, w) = (20.8 meV, −107.7°, −23.8 meV) or (16.5 meV, −105.9°, −18.8 meV), the two top bands have opposite Chern numbers, the corner gap is 21 or 25 meV instead of 9 meV, and the critical layer bias is 27 or 32 meV, that is 0.4 to 0.5 MV/cm for d = 0.7 nm. Sets with weaker potentials (V of 8 to 11 meV) give corner gaps near 33 meV and biases near 45 meV, but their two top bands have equal Chern numbers and the honeycomb model does not describe them. The figure 0.13 MV/cm therefore belongs to the hoppings of part (c) and is not a prediction for the material. The assumption of independent carriers is strongly broken. With a rough dielectric constant κ = 10, the Coulomb energy e²/(4πε0κa), with ε0 here the vacuum permittivity, is 50 meV, against a lower-band width of 14 meV. The hoppings can therefore serve only as effective parameters of an already polarized state, and the polarization itself is assumed. At fixed φ, a 20% interaction-induced change of t2 moves Mc by 20%; the model cannot supply the actual change.

Heating lifts some carriers from the lower band to the upper one. At M = 2 meV, with the parameters and carrier number held fixed, the clean intrinsic Hall conductance is within 0.1% of −e²/h at 4 K and about −0.83 e²/h at 20 K, where kT is 1.7 meV. Loss of polarization on heating is not included and could end the plateau sooner.

A strong in-plane field E causes tunnelling between the bands. In the cone at K_−, with ħv = 3a t1/2 = 17.3 meV nm, the wave number in the gap is imaginary, of size √(m_−² − (QEx)²)/(ħv). Twice its integral between the turning points x = ±|m_−/(QE)| is the tunnelling exponent:

S = πm_−²/(ħv|Q|E).

It equals one at about 1.1 × 10⁴ V/cm. This fixes only the order of magnitude, because |m_−|/(ħv) ≈ 0.4/a is not small and the cone is distorted on that scale. With the full lattice bands the exponent reaches one at about 1.4 × 10⁴ V/cm for a field along x and 1.7 × 10⁴ V/cm along y, and the tunnelling probability also depends on the sign of a field along y. The in-plane field must stay well below 10⁴ V/cm if tunnelling is to remain weak. This condition is necessary only: disorder and heating are left out of the model and can end the plateau at much lower fields.

**Variation 1: one bond is stronger**

Let the hopping along δ1 be λt1, with 0 < λ < 2. Where does the transition move?

The phasors now have relative lengths λ, 1, 1 and close into a triangle in two mirror-image ways. On the axis ky = 0, set θ = √3 a kx/2. Then F = 0 requires

λ + 2cosθ = 0.

At this point k·b1 = −2θ and k·b2 = k·b3 = θ. The magnitude of the sine sum is

|2sinθ − sin2θ| = 2|sinθ|(1 − cosθ) = (1/2)(2 + λ)√(4 − λ²),

where cosθ = −λ/2 was used. Hence

Mc = |t2 sinφ|(2 + λ)√(4 − λ²).

For λ = 1 this returns 3√3|t2 sinφ|. The derivative of ln Mc is 1/(2 + λ) − λ/(4 − λ²), which is 1/3 − 1/3 = 0 at λ = 1, so a small inequality acts in second order. For λ = 1.1 and the hoppings of part (c), Mc falls from 4.50 to 4.48 meV, a change of −0.35%. At λ = 2 the two zeros of F merge, Mc vanishes, and the two-valley description ends.

**Variation 2: third-neighbour hopping**

Add a real hopping t3 between A and B sites separated by −2δj. Do the valley masses change?

The off-diagonal element gains t3 Σj exp(−2ik·δj). At K_τ each phase K_τ·δj is a multiple of 2π/3, so exp(3iK_τ·δj) = 1 and

exp(−2iK_τ·δj) = exp(iK_τ·δj).

The added sum is zero. Both masses and both valley gaps keep their values. The slope does change: expanding exp(−2iq·δj) brings a factor −2 relative to the neighbour term, so

F ≈ −(3a/2)(t1 − 2t3)(τqx − iqy).

For small t3 there are no other zeros of F, and Mc is unchanged. This ends at the latest at t3 = t1/3. At the zone-edge point k = (0, 2π/(3a)), the neighbour sum is exp(−iπ/3) and the third-neighbour sum is −3exp(−iπ/3), so

F = (t1 − 3t3)exp(−iπ/3).

At t3 = t1/3 a new zero appears there, with hz = M. The two valley masses alone then no longer determine the phase diagram.

The remaining inputs and values are in the numerical output below.

Values computed for the example and the checks

```
Rough inputs: twisted bilayer MoTe2, one hole species
moire period = 5.0 nm
atomic lattice constant = 0.35 nm
twist angle = 4.0 degrees
neighbour distance a = 2.887 nm
t1 = 4.0 meV, t2 = 1.0 meV
phi = 120 degrees
t2 sin(phi) = 0.8660 meV
|t2 cos(phi)| = 0.500 meV
band-separation bound t1/3 = 1.333 meV
critical |M|, formula = 4.5000 meV
critical |M|, Chern bisection = 4.5000 meV
low M = 2.0 meV
  masses K+, K- = 6.500, -2.500 meV
  gaps K+, K- = 13.000, 5.000 meV
  global gap = 5.000 meV
  Chern number = 1
high M = 7.0 meV
  masses K+, K- = 11.500, 2.500 meV
  gaps K+, K- = 23.000, 5.000 meV
  global gap = 5.000 meV
  Chern number = 0
low M: smallest direct gap = 5.000 meV
low M: zone-edge midpoint gap = 8.944 meV
low M: q^2 coefficient K+ = -7.87 meV^2 a^2
low M: q^2 coefficient K- = 19.13 meV^2 a^2
dynamic test: Chern number = 1
dynamic test: sigma_xy = -0.9956 e^2/h
e^2/h = 38.740 microsiemens
h/e^2 = 25.813 kiloohm
T = 1 K: kT = 0.086 meV
  low-M sigma_xy = -1.0000 e^2/h
T = 4 K: kT = 0.345 meV
  low-M sigma_xy = -0.9998 e^2/h
T = 20 K: kT = 1.723 meV
  low-M sigma_xy = -0.8266 e^2/h
layer separation = 0.7 nm
critical interlayer field = 0.129 MV/cm
hbar v = 17.32 meV nm
K- tunnelling field, exponent 1 = 1.13e+04 V/cm
tunnelling test probability = 0.4559
one bond multiplied by = 1.10
critical |M| with changed bond = 4.4843 meV
relative change = -0.35 percent
dielectric constant = 10
Coulomb energy at distance a = 49.9 meV
lower-band width at low M = 14.17 meV
```
